# Must a PAW compensation charge resemble the density it compensates?

**The argument under comment**

The argument concerns the Hartree energy in the projector augmented-wave (PAW) method. It runs as follows.

"The smooth density $\tilde n$ lacks the charge $n^1_a-\tilde n^1_a$ in the sphere around atom $a$. The compensation charge $\hat n_a$ stands in for this missing charge. Electrostatic energy depends on how charge is distributed, and not merely on how much there is. Hence $\hat n_a$ must resemble $n^1_a-\tilde n^1_a$ in shape, and a featureless bell function introduces an error in the Hartree energy."

The third sentence is correct, and the smooth part of the energy does depend on the shape of $\hat n_a$. The question is whether that dependence survives in the total.

**Definitions**

I use Hartree atomic units, count electron density as positive, and write

$$(f|g)=\iint \frac{f(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

The spheres have radius $r_c$ and do not overlap. The one-centre densities $n^1_a$ (all-electron) and $\tilde n^1_a$ (smooth) are built from partial waves and set to zero outside sphere $a$. The PAW density is

$$n=\tilde n+\sum_a(n^1_a-\tilde n^1_a).$$

With $\hat n=\sum_a\hat n_a$, each $\hat n_a$ being confined to its own sphere, the PAW Hartree energy is

$$E=\tfrac12(\tilde n+\hat n|\tilde n+\hat n)+\sum_a\Big[\tfrac12(n^1_a|n^1_a)-\tfrac12(\tilde n^1_a+\hat n_a|\tilde n^1_a+\hat n_a)\Big].\tag{1}$$

The argument overlooks that $\hat n_a$ enters twice, with opposite signs. It is added in the smooth term and removed in the one-centre term. We must find what is left over.

**What is left over**

Define the residue, which measures how far $\hat n_a$ is from the charge it replaces:

$$d_a=n^1_a-\tilde n^1_a-\hat n_a .$$

Write $\tilde\rho=\tilde n+\hat n$ and $s_a=\tilde n^1_a+\hat n_a$. Then $n=\tilde\rho+\sum_a d_a$ and $n^1_a=s_a+d_a$. Since $(f|g)$ is bilinear and symmetric,

$$\tfrac12(n|n)=\tfrac12(\tilde\rho|\tilde\rho)+\sum_a(\tilde\rho|d_a)+\tfrac12\sum_a(d_a|d_a)+\tfrac12\sum_{a\ne b}(d_a|d_b),$$

while each bracket in (1) is

$$\tfrac12(s_a+d_a|s_a+d_a)-\tfrac12(s_a|s_a)=(s_a|d_a)+\tfrac12(d_a|d_a).$$

Subtracting (1) from $\tfrac12(n|n)$ cancels $\tfrac12(\tilde\rho|\tilde\rho)$ and every $\tfrac12(d_a|d_a)$:

$$\tfrac12(n|n)-E=\sum_a(\tilde\rho-s_a|d_a)+\tfrac12\sum_{a\neq b}(d_a|d_b).\tag{2}$$

Neither the moments of $\hat n_a$ nor the completeness of the partial waves has been used yet. They dispose of the right-hand side in two steps.

*Equal moments.* Expand a density about the centre of its sphere as $f=\sum_{lm}f_{lm}(r)Y_{lm}$, with real spherical harmonics. For a point outside the sphere, $r>r'$ for all the charge, and

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_{lm}\frac{4\pi}{2l+1}\frac{r'^{\,l}}{r^{l+1}}Y_{lm}(\hat{\mathbf r})Y_{lm}(\hat{\mathbf r}').$$

Integrating over $\mathbf r'$, with $r'^2dr'$ from the volume element, gives the outside potential

$$v(\mathbf r)=\sum_{lm}\frac{4\pi}{2l+1}\,\frac{q_{lm}}{r^{l+1}}\,Y_{lm}(\hat{\mathbf r}),\qquad q_{lm}=\int_0^{r_c}f_{lm}(r')\,r'^{\,l+2}dr'.\tag{3}$$

The radial form of the charge enters through the numbers $q_{lm}$ alone. If $\hat n_a$ has the same moments as $n^1_a-\tilde n^1_a$, all moments of $d_a$ vanish, and so does its potential outside sphere $a$. Therefore $(d_a|d_b)=0$ for $a\neq b$, and in $(\tilde\rho-s_a|d_a)$ only the density inside sphere $a$ counts. There the compensation charges of other atoms are absent and $\hat n_a$ cancels, so that $\tilde\rho-s_a=\tilde n-\tilde n^1_a\equiv\delta_a$. Equation (2) becomes

$$E=\tfrac12(n|n)-\sum_a(\delta_a|d_a).\tag{4}$$

*Complete partial waves.* If the smooth partial waves reproduce every occupied smooth orbital inside the sphere, then $\tilde n^1_a=\tilde n$ there and $\delta_a=0$. Hence

$$E=\tfrac12(n|n),$$

and the right-hand side does not contain $\hat n$. Under these conditions the Hartree energy is independent of the confined shape. The residue $d_a$ need not be small; it has only to be invisible from outside.

**A case with numbers**

Take one centre and put two electrons in an sp hybrid of the $n=2$ orbitals of a bare Coulomb potential with $Z=2$:

$$\psi=\frac{R_sY_{00}+R_pY_{10}}{\sqrt2},\qquad R_s=2(1-r)e^{-r},\qquad R_p=\frac{2r}{\sqrt3}e^{-r}.$$

The density $2\psi^2$ is prescribed, not self-consistent. It has components $l=0,1,2$, all with $m=0$, so I drop the index $m$. The sphere has $r_c=1.5$ bohr. Inside it, each smooth radial function is $r^l$ times an even polynomial with four coefficients, matched to the true one in value and three derivatives. The partial waves are first taken at the orbital's own energy, which makes them complete for this orbital.

The sphere contains 0.257453 electrons in $n^1$ and 0.203998 in $\tilde n^1$. The missing charge is $0.257453-0.203998=0.053455$. Since $Y_{00}=1/\sqrt{4\pi}$, this should equal $\sqrt{4\pi}\,q_0=3.5449\times0.015079=0.05345$, as it does. The other moments are $q_1=0.007848$ and $q_2=0.001228$.

The compensation charge is $\hat n_l=q_l\,g_l(r)$, where $g_l\propto r^l s(r)$ is normalized by $\int g_l r^{l+2}dr=1$. With $x=r/r_c$, four choices of $s$ are

- bell: $(1-x^2)^2$;
- shell: $x^8(1-x^2)^2$;
- narrow: $(1-4x^2)^3$ for $x<\tfrac12$, zero beyond;
- sign-changing: $(1-4x^2)(1-x^2)^2$.

The mismatch below is the root of $\int d^2\,d^3r$ relative to the root of $\int(n^1-\tilde n^1)^2d^3r$. Energies are in hartree.

| shape | mismatch | smooth | one-centre | sum |
|---|---|---|---|---|
| bell | 0.81 | 0.785180 | 0.002320 | 0.787500 |
| shell | 1.04 | 0.783615 | 0.003885 | 0.787500 |
| narrow | 0.96 | 0.789415 | −0.001915 | 0.787500 |
| sign-changing | 1.47 | 0.783464 | 0.004036 | 0.787500 |
| $n^1-\tilde n^1$ | 0 | 0.787500 | 0 | 0.787500 |

Closed-form integration of the all-electron density gives 0.787500 Ha (21.4290 eV). None of the four shapes resembles the missing charge, and the sum is unaffected.

The last row shows what the argument's ideal choice would do. With $\hat n=n^1-\tilde n^1$ the smooth density $\tilde n+\hat n$ is the full density $n$, and the one-centre term vanishes. The answer is correct, but the rapidly varying density has been put back into the term from which PAW was meant to remove it.

**The nucleus**

The nucleus makes the point more sharply. In these units it adds $-Z\delta(\mathbf r)$ to $n^1$. The infinite self-energy of the point charge does not involve $\hat n$ and is dropped from both $E$ and the reference; the rest of the derivation is unchanged. The compensation charge must now carry $0.0535-2=-1.9465$ in monopole charge, and no smooth function resembles a point charge.

For the $n=2$ orbitals the mean of $1/r$ is $Z/4=0.5$, so the attraction is $-2\times2\times0.5=-2$ Ha and the reference is $0.7875-2=-1.2125$ Ha. The bell gives $1.194853-2.407353=-1.212500$ Ha, and the narrow shape gives $3.689226-4.901726=-1.212500$ Ha. The smooth terms differ by about 2.5 Ha and the sums agree.

**Where the conditions matter**

*Wrong moments.* Let the partial waves be complete on a single centre, but let $d$ have moments $\Delta q_l$, those of $n^1-\tilde n^1$ minus those of $\hat n$. In (2), $\tilde\rho-s$ vanishes inside the sphere and equals $\tilde n$ outside. Inserting the potential (3) of $d$, and using the orthonormality of the $Y_{l0}$ with $r^2\,r^{-(l+1)}=r^{1-l}$,

$$\tfrac12(n|n)-E=\sum_l\frac{4\pi\,\Delta q_l}{2l+1}\int_{r_c}^\infty\tilde n_l(r)\,r^{1-l}dr .\tag{5}$$

This is the interaction of the outer density with multipoles that should have been there. It does not depend on the shape either. Removing one moment at a time from $\hat n$, without the nucleus, gives 0.034597 Ha for $l=0$, −0.002399 Ha for $l=1$ and 0.000052 Ha for $l=2$, the same for all four shapes. The sign for $l=1$ follows from the orbital: $\tilde n_1$ is a positive constant times $R_sR_p$ outside the sphere, where $R_s<0$ because $r>1$, while $q_1>0$. A wrong moment does no harm in (5) if the integral for that $l$ vanishes, for instance by symmetry.

Partial waves up to angular momentum $L$ produce density components up to $2L$, because a product of two spherical harmonics of order $L$ reaches that order. The moments of $\hat n$ must be carried equally far.

*Leakage.* If $\hat n_a$ extends beyond its sphere, the part outside is counted in the smooth term but is not removed by the one-centre term, which is cut at $r_c$. A bell of radius 3.0 bohr with the correct total moments shifts the energy by $3.3\times10^{-3}$ Ha, again without the nucleus. The shift comes from the cut: if the one-centre terms are carried out to 3.0 bohr, which amounts to enlarging the sphere, (4) applies again and the shift vanishes.

*Incomplete partial waves.* Here the argument has a grain of truth. For two shapes $\hat n_a$ and $\hat n_a'$ with the same moments, the residues differ by $d_a-d_a'=-(\hat n_a-\hat n_a')$, and (4) gives

$$E[\hat n]-E[\hat n']=\sum_a(\delta_a|\hat n_a-\hat n'_a).$$

The shape now matters, to first order in the incompleteness $\delta_a$. To see how much, keep the smooth orbital fixed and expand it in partial waves at −0.2, −0.9, −1.6 and −2.5 Ha, added in turn; the orbital energy is −0.5 Ha. For each $l$ the coefficients come from a least-squares fit of the smooth partial waves to the smooth radial function inside the sphere, with weight $r^2(1-r^2/r_c^2)$, and the same coefficients multiply the all-electron waves; while the set is incomplete, the figures depend on this choice of fit. The nucleus is included. In the table, $|\delta|/|\tilde n|$ is a root-mean-square ratio inside the sphere, the spread is taken over the four shapes, and $E[n]$ is the electrostatic energy of the PAW density itself.

| waves per $l$ | $\lvert\delta\rvert/\lvert\tilde n\rvert$ | spread (Ha) | $E$, bell (Ha) | $E[n]$ (Ha) |
|---|---|---|---|---|
| 1 | $1.2\times10^{-1}$ | $3.1\times10^{-3}$ | −1.193277 | −1.196387 |
| 2 | $2.8\times10^{-3}$ | $1.5\times10^{-4}$ | −1.220448 | −1.220323 |
| 3 | $7.8\times10^{-5}$ | $1.8\times10^{-6}$ | −1.213842 | −1.213839 |
| 4 | rounding | rounding | −1.213019 | −1.213019 |

The shape dependence disappears together with $\delta$. A compensation charge equal to the missing charge, point nucleus included, would make $d_a=0$ and remove the difference between the last two columns. No smooth $\hat n$ can do this. The difference comes almost wholly from the smoothed nucleus: copying only the electronic part $n^1-\tilde n^1$ and giving the nuclear charge the bell shape leaves it nearly unchanged. Even the exact choice would not repair $n$, whose energy still differs from the reference −1.212500 Ha. With one wave per $l$ that difference is $-1.196387+1.212500=0.0161$ Ha, against $-1.193277+1.196387=0.0031$ Ha from the bell shape. In this example the remedy for an incomplete basis is more partial waves, not a better-shaped $\hat n$.

The last row separates two meanings of completeness. A smooth wave here has four free coefficients, so four independent ones reproduce the smooth orbital and $\delta$ vanishes. The corresponding all-electron waves, all at the wrong energies, still do not combine to the true orbital, and $E[n]$ is off by about $5\times10^{-4}$ Ha. Shape independence follows from $\tilde n^1_a=\tilde n$ in the sphere; since $(\delta_a|\hat n_a-\hat n'_a)$ couples only equal $lm$, agreement in the angular components that $\hat n_a$ carries is enough. It does not certify that $n$ is accurate.

**Several atoms**

The argument might be rescued by supposing that neighbouring atoms sense the shape. Equation (3) excludes this for non-overlapping spheres. At 3.0 bohr from the centre, in the direction $\cos\theta=0.6$ from the hybrid axis, direct three-dimensional quadrature gives a potential of 0.018892 Ha for $n^1-\tilde n^1$ and for each of the four shapes.

A two-centre model tests the energy as well. Two spheres 5.0 bohr apart each carry the difference $n^1-\tilde n^1$ found above, and a Gaussian smooth density of charge 2 and exponent 0.4 bohr$^{-2}$, centred on the axis 2.0 bohr from the first centre, reaches into both. In each sphere $\tilde n^1_a$ is taken as the $l\le2$ part of the Gaussian, and $n^1_a$ as that plus the difference; $\delta_a$ then has only $l>2$ components and does not couple to $d_a$. The direct energy of the full density is 1.102196 Ha. Equation (1) gives the same value with a bell on one centre and the narrow shape on the other, and again with the shell and sign-changing shapes. Without any compensation charge it gives 1.032669 Ha, too low by 0.0695 Ha.

**What the shape is for**

The independence holds when both terms of (1) are evaluated to convergence. In a plane-wave calculation the smooth term is a sum over reciprocal space, which for an isolated charge becomes

$$\tfrac12(\tilde\rho|\tilde\rho)=\frac12\int\frac{d^3G}{(2\pi)^3}\,\frac{4\pi}{G^2}\,|\tilde\rho(\mathbf G)|^2 .$$

The integrand is nowhere negative, so a cutoff in $G$ on the exact Fourier coefficients can only lower this term, while the one-centre term, done on a radial grid, does not share the loss. If $\tilde\rho$ is instead sampled on a real-space grid, aliasing adds an error that can have either sign and depends on where the atom sits on the grid; the figures below do not include it. With the nucleus included and a cutoff of 6 bohr$^{-1}$, the loss is $1.4\times10^{-4}$ Ha for the bell, $7.0\times10^{-3}$ Ha for the sign-changing shape, $9.9\times10^{-3}$ Ha for the shell and 0.18 Ha for the narrow shape. Doubling the cutoff reduces the bell's loss to $1.2\times10^{-6}$ Ha.

**Recommendation**

The conclusion of the argument should be replaced by this one: $\hat n_a$ must be confined to its sphere and must carry the multipole moments of $n^1_a-\tilde n^1_a$, including the nuclear charge where it is present. The sphere is the region over which the one-centre terms are evaluated. With complete partial waves the shape is then free as far as the Hartree energy is concerned, and is best chosen so that the smooth term converges quickly. Nothing here covers exchange and correlation: even without the nucleus, $\tilde n+\hat n$ turns negative inside the sphere for the narrow and sign-changing shapes, which matters if $\hat n$ is included in the density passed to the functional. The numerical check printed below supports each of the figures quoted.

## Calculated quantities

```
Z = 2.0, rc = 1.50 bohr, electrons = 2, orbital energy = -0.500 Ha
electrons inside rc: n1 0.257453, nps1 0.203998
moments q_l of n1-nps1, l=0,1,2 (bohr^l): 0.015079, 0.007848, 0.001228
closed-form Hartree energy = 0.7875000000 Ha = 21.428967 eV
Electrons only: mismatch |h-(n1-nps1)|/|n1-nps1|, energies in Ha
  bell            mismatch   0.812 smooth 0.78518042 one-centre 0.00231958 sum 0.7875000000
  shell           mismatch   1.040 smooth 0.78361512 one-centre 0.00388488 sum 0.7875000000
  narrow          mismatch   0.959 smooth 0.78941538 one-centre -0.00191538 sum 0.7875000000
  sign-changing   mismatch   1.471 smooth 0.78346398 one-centre 0.00403602 sum 0.7875000000
  n1-nps1 itself  mismatch   0.000 smooth 0.78750000 one-centre 0.00000000 sum 0.7875000000
With nucleus: reference -1.2125000000 Ha; lost = smooth energy above G = 6.0/bohr
  bell            smooth 1.194853 one-centre -2.407353 sum -1.2125000000 lost 1.383e-04 Ha
  shell           smooth 0.658942 one-centre -1.871442 sum -1.2125000000 lost 9.947e-03 Ha
  narrow          smooth 3.689226 one-centre -4.901726 sum -1.2125000000 lost 1.757e-01 Ha
  sign-changing   smooth 1.152246 one-centre -2.364746 sum -1.2125000000 lost 7.005e-03 Ha
  bell, lost above G = 12.0/bohr: 1.243e-06 Ha
One moment removed (electrons only): reference minus PAW energy, Ha
  l = 0: computed 0.03459721, formula 0.03459721
  l = 1: computed -0.00239913, formula -0.00239913
  l = 2: computed 0.00005171, formula 0.00005171
bell of radius 3.0 bohr (leaks out): PAW minus reference = 3.327e-03 Ha
Off-energy partial waves at -0.2, -0.9, -1.6, -2.5 Ha, added in turn (with nucleus)
  1 per l: |delta|/|nps| 1.17e-01 spread 3.13e-03 bell -1.19327659 energy of n -1.19638718 Ha
  2 per l: |delta|/|nps| 2.83e-03 spread 1.51e-04 bell -1.22044762 energy of n -1.22032333 Ha
  3 per l: |delta|/|nps| 7.78e-05 spread 1.83e-06 bell -1.21384165 energy of n -1.21383931 Ha
  4 per l: |delta|/|nps| 8.84e-16 spread 8.88e-16 bell -1.21301861 energy of n -1.21301861 Ha
Potential 3.0 bohr from the centre, Ha: moments 0.018891764, n1-nps1 0.018891764
  bell            0.018891764
  shell           0.018891764
  narrow          0.018891764
  sign-changing   0.018891764
Two centres 5.0 bohr apart; Gaussian charge 2.0, exponent 0.4/bohr^2, at 2.0 bohr from the first
  direct energy of full density: 1.102195695 Ha
  PAW, bell and narrow: 1.102195695 Ha
  PAW, shell and sign-changing: 1.102195695 Ha
  PAW without compensation: 1.032668540 Ha
```
